\section*{Signed g values of cubic Kramers doublets in Yb3+, Co2+ and Ir4+}

\section{Problem}

Three magnetic ions sit at sites of cubic symmetry:
\begin{enumerate}
\item Yb$^{3+}$, $4f^{13}$, with ground level $J=7/2$. The cubic field splits this level into two Kramers doublets, $\Gamma_6$ and $\Gamma_7$, and a quartet $\Gamma_8$.
\item High-spin Co$^{2+}$, $3d^7$, in an octahedron. The field is weak compared with the separation of the free-ion terms $^4F$ and $^4P$, and spin-orbit coupling is weak compared with the field.
\item Low-spin Ir$^{4+}$, $5d^5$, in an octahedron, with all five electrons in the $t_{2g}$ orbitals.
\end{enumerate}
Find the isotropic $g$ value, with its sign, of both Yb doublets and of the ground doublets of Co and Ir. Covalency and distortions are neglected.

The magnetic moment is $\boldsymbol\mu=-\mu_B\mathbf M$ with $\mathbf M=\mathbf L+g_s\mathbf S$ and $g_s=2$. Angular momenta are in units of $\hbar$. The value $g$ is defined by the spin Hamiltonian $H=\mu_B g\,\mathbf B\cdot\tilde{\mathbf S}$, where $\tilde{\mathbf S}$ is an effective spin $1/2$ acting in the doublet.

\section{A tempting solution}

For Yb, $L=3$, $S=1/2$ and $J=7/2$ give the Land\'e factor $g_J=8/7$. A cubic site has no preferred axis, so one replaces $\mathbf J$ by $\tilde{\mathbf S}$ and finds $g=8/7$ for both doublets.

For Co and Ir the orbital ground state is a triplet, which looks like $l=1$. Coupling it to the spin gives a level with total angular momentum $1/2$, and the Land\'e formula gives
\[
g_{\rm Co}=-\tfrac23+2\cdot\tfrac53=\tfrac83,\qquad
g_{\rm Ir}=\tfrac43-2\cdot\tfrac13=\tfrac23 .
\]
All four values are wrong.

\section{The fault}

Each replacement assumes that an angular momentum, restricted to a few states, becomes the standard angular momentum of that many states. Symmetry gives proportionality, not equality. Let $P$ project on the retained states. The relation $[L_x,L_y]=iL_z$ carries over to $PL_iP$ if $\mathbf L$ does not lead out of these states. Here it does. For example, with $L_z=-i(x\partial_y-y\partial_x)$,
\[
L_z\,(xy)=-i(x^2-y^2),
\]
which takes a $t_{2g}$ orbital into $e_g$. Thus $PL_xP\,PL_yP\neq PL_xL_yP$ in general, and the factor of proportionality has to be calculated. It may be negative.

\section{What symmetry does fix}

In a Kramers doublet $M_i$ is odd under time reversal, hence traceless, so $M_i=\sum_jG_{ij}\tilde S_j$ with a real matrix $G$. A cubic rotation $R$ turns $\mathbf M$ by $R$ and acts on the doublet as a unitary $2\times2$ matrix, which turns $\tilde{\mathbf S}$ by some proper rotation $R'$. Equating the two forms of the rotated $\mathbf M$ gives $GR'=RG$, and therefore
\[
R\,GG^{T}R^{T}=GR'R'^{T}G^{T}=GG^{T}.
\]
A symmetric matrix unchanged by all cubic rotations is a multiple of the unit matrix. So $GG^T=g^2\mathbf 1$ and $G=gO$, where the sign of $g$ is chosen to make $O$ a proper rotation. A proper rotation of $\tilde{\mathbf S}$ keeps its commutators, so $O$ can be absorbed in the definition of $\tilde{\mathbf S}$:
\begin{equation}
M_i=g\tilde S_i,\qquad [M_x,M_y]=ig^2\tilde S_z=ig\,M_z .
\label{sign}
\end{equation}
The second relation shows that the sign of $g$ does not depend on the choice of basis.

The sign is also observable in principle. Let $\mathbf B$ point along $z$. For $g>0$ the upper state has $\tilde S_z=+1/2$ and is reached through $M_+=M_x+iM_y=g\tilde S_+$. For $g<0$ the upper state has $\tilde S_z=-1/2$ and is reached through $M_-$. Opposite circular components of a microwave field therefore drive the resonance. A splitting alone gives $|g|$.

\section{Projection in a coupled level}

Let $\mathbf J=\mathbf L+\mathbf S$. Within one level $J$, the Wigner--Eckart theorem gives $\mathbf S=p_S\mathbf J$ and $\mathbf L=p_L\mathbf J$, with $p_L+p_S=1$. Squaring $\mathbf L=\mathbf J-\mathbf S$ gives $2\,\mathbf S\cdot\mathbf J=\mathbf J^2+\mathbf S^2-\mathbf L^2$, while $\mathbf S\cdot\mathbf J=p_SJ(J+1)$. Hence
\begin{equation}
p_S=\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)} .
\label{ps}
\end{equation}
For Yb,
\[
p_S=\frac{63/4+3/4-12}{63/2}=\frac17,\qquad p_L=\frac67,\qquad g_J=\frac67+\frac27=\frac87 .
\]
The Land\'e factor was right. What is missing is the relation between $\mathbf J$ and $\tilde{\mathbf S}$.

\section{The two doublets of Yb$^{3+}$}

\subsection{States}

The fourth-order cubic field acts within $J=7/2$ as a multiple of $Q=J_x^4+J_y^4+J_z^4$ minus its mean. Inserting $J_x=(J_++J_-)/2$ and $J_y=(J_+-J_-)/2i$,
\[
J_x^4+J_y^4=\tfrac1{16}\left[(J_++J_-)^4+(J_+-J_-)^4\right].
\]
Terms with an odd number of $J_-$ cancel. What remains is $(J_+^4+J_-^4)/8$ and one eighth of the six products with two $J_+$ and two $J_-$.

Write $a_m=J(J+1)-m(m+1)$ for the squared matrix element of $J_+$ from $m$ to $m+1$. From $m=-7/2$ to $5/2$ these are $7,12,15,16,15,12,7$. The six products together have the diagonal element $\|(J_++J_-)^2|m\rangle\|^2$, so
\[
Q_{mm}=m^4+\tfrac18\left[(a_m+a_{m-1})^2+a_ma_{m+1}+a_{m-1}a_{m-2}\right].
\]
For $|m|=7/2,5/2,3/2,1/2$ the brackets are $133,541,1053,1381$, and $Q_{mm}=166.6875$, $106.6875$, $136.6875$, $172.6875$. Subtracting the mean, $145.6875$, leaves $21,-39,-9,27$.

The off-diagonal elements come from $J_+^4/8$:
\[
\tfrac18\sqrt{16\cdot15\cdot12\cdot7}=3\sqrt{35},\qquad
\tfrac18\sqrt{15\cdot16\cdot15\cdot12}=15\sqrt3 ,
\]
for $-\frac12\to\frac72$ and $-\frac32\to\frac52$. The blocks in the bases $\{\frac72,-\frac12\}$ and $\{\frac52,-\frac32\}$ are
\[
\begin{pmatrix}21&3\sqrt{35}\\3\sqrt{35}&27\end{pmatrix},\qquad
\begin{pmatrix}-39&15\sqrt3\\15\sqrt3&-9\end{pmatrix}.
\]
Their eigenvalues are $24\pm\sqrt{9+315}=42,\,6$ and $-24\pm\sqrt{225+675}=6,\,-54$. Time reversal supplies two more blocks with the same eigenvalues. The level at $6$ is thus fourfold, and those at $42$ and $-54$ are doublets.

For eigenvalue $42$ the first row reads $-21x+3\sqrt{35}\,y=0$, so $x^2/y^2=5/7$. For $-54$ it reads $15x+15\sqrt3\,y=0$, so $x=-\sqrt3\,y$. After normalization, and with the time-reversed partners up to a phase,
\begin{align*}
|a\rangle&=\sqrt{\tfrac5{12}}\,|\tfrac72\rangle+\sqrt{\tfrac7{12}}\,|{-\tfrac12}\rangle, &
|b\rangle&=\sqrt{\tfrac5{12}}\,|{-\tfrac72}\rangle+\sqrt{\tfrac7{12}}\,|\tfrac12\rangle,\\
|c\rangle&=\tfrac{\sqrt3}2|\tfrac52\rangle-\tfrac12|{-\tfrac32}\rangle, &
|d\rangle&=\tfrac{\sqrt3}2|{-\tfrac52}\rangle-\tfrac12|\tfrac32\rangle .
\end{align*}
A quarter turn about $z$ multiplies $|m\rangle$ by $e^{-i\pi m/2}$. Its trace is $+\sqrt2$ in $\{a,b\}$, as for a true spin $1/2$, which defines $\Gamma_6$. It is $-\sqrt2$ in $\{c,d\}$, which is $\Gamma_7$. Since each type occurs once in $J=7/2$, a sixth-order cubic field shifts the doublets but cannot alter their states.

\subsection{Moments}

In $\Gamma_6$, $\langle a|J_z|a\rangle=\frac5{12}\cdot\frac72-\frac7{12}\cdot\frac12=\frac76$, and $|b\rangle$ has $-\frac76$. Since $J_+|{-\frac12}\rangle=4|\frac12\rangle$,
\[
\langle b|J_+|a\rangle=\tfrac7{12}\cdot4=\tfrac73,\qquad \langle a|J_+|b\rangle=0 .
\]
So $J_+$ leads from $a$ to $b$, and $b$ must be the state with $\tilde S_z=+\frac12$. But its $J_z$ is negative. Hence $\mathbf J=-\frac73\tilde{\mathbf S}$; the phase of $|b\rangle$ can be chosen to give $J_+$ the same factor.

In $\Gamma_7$, $\langle c|J_z|c\rangle=\frac34\cdot\frac52-\frac14\cdot\frac32=\frac32$. With $J_+|\frac32\rangle=\sqrt{12}\,|\frac52\rangle$ and $J_+|{-\frac52}\rangle=\sqrt{12}\,|{-\frac32}\rangle$,
\[
\langle c|J_+|d\rangle=-\tfrac{\sqrt3}4\sqrt{12}-\tfrac{\sqrt3}4\sqrt{12}=-3,\qquad \langle d|J_+|c\rangle=0 .
\]
Now $J_+$ leads to the state with positive $J_z$, so $\mathbf J=3\tilde{\mathbf S}$ after a change of phase. Multiplication by $g_J$ gives
\begin{equation}
g(\Gamma_7)=3\cdot\tfrac87=+\tfrac{24}7,\qquad
g(\Gamma_6)=-\tfrac73\cdot\tfrac87=-\tfrac83 .
\end{equation}

\section{Orbital triplets and the $d$ ions}

Within an orbital triplet of cubic symmetry $\mathbf L=\alpha\,\mathbf l$, where $\mathbf l$ is a standard angular momentum with $l=1$. The tempting solution took $\alpha=1$.

\subsection{Ir$^{4+}$}

In the $t_{2g}$ orbitals
\[
L_z(yz)=-i(zx),\qquad L_z(zx)=+i(yz),
\]
and $L_z(xy)$ has no $t_{2g}$ part. For the vector components, $l_zx=+iy$, $l_zy=-ix$ and $l_zz=0$. Under the correspondence $yz,zx,xy\leftrightarrow x,y,z$ the signs are opposite. Cyclic permutation gives the same for $L_x$ and $L_y$, so $\alpha=-1$.

The one-electron spin-orbit energy $\zeta\,\mathbf L\cdot\mathbf s$ becomes $-\zeta\,\mathbf l\cdot\mathbf s$. It equals $-\zeta/2$ for $j=3/2$ and $+\zeta$ for $j=1/2$. Four electrons fill the quartet, which then has no moment, and the fifth occupies $j=1/2$. Equation~(\ref{ps}) gives $p_s=(\frac34+\frac34-2)/\frac32=-\frac13$ and $p_l=\frac43$. Therefore
\begin{equation}
g_{\rm Ir}=\alpha p_l+2p_s=-\tfrac43-\tfrac23=-2 .
\end{equation}
The magnitude is that of a free spin, but two thirds of it is orbital and the sign is reversed.

\subsection{Co$^{2+}$}

Five of the seven $d$ electrons fill one spin direction. The antisymmetric orbital states of the other two are $T_{1g}$ from $t_{2g}^2$, $T_{1g}+T_{2g}$ from $t_{2g}e_g$, and $A_{2g}$ from $e_g^2$. In a weak field $^4F$, with $L=3$, splits into $T_{1g}$, $T_{2g}$ and $A_{2g}$. With $t_{2g}$ at $-4Dq$ and $e_g$ at $6Dq$, $T_{2g}$ is shifted by $2Dq$ and $A_{2g}$ by $12Dq$. The mean shift of $^4F$ vanishes, so $T_{1g}$ is shifted by $-(3\cdot2+12)Dq/3=-6Dq$ and is lowest. This $^4T_{1g}$ level is mostly, but not purely, $t_{2g}^2$. Its state with $l_z=0$ is $|M_L=0\rangle$. A quarter turn gives the state with $l_z=-1$ the factor $i$, shared by $M_L=-1$ and $3$, so this state is $u|{-1}\rangle+v|3\rangle$. Two matrix elements fix $\alpha$:
\begin{align*}
L_z:&\quad -\alpha=-u^2+3v^2=3-4u^2,\\
L_-:&\quad |\alpha|\sqrt2=\sqrt{12}\,|u|\ \Rightarrow\ u^2=\alpha^2/6 .
\end{align*}
Together, $2\alpha^2-3\alpha-9=0$, so $\alpha=3$ or $-\frac32$. The first would need $u^2=\frac32>1$. Thus $\alpha=-\frac32$.

The ion has three holes of parallel spin. Each contributes with the sign of $\zeta$ reversed and carries a third of $\mathbf S$, so the coupling in $^4F$ is $-(\zeta/3)\,\mathbf L\cdot\mathbf S=+(\zeta/2)\,\mathbf l\cdot\mathbf S$. For $J=\frac12,\frac32,\frac52$ the product $\mathbf l\cdot\mathbf S$ is $-\frac52,-1,\frac32$, and $J=\frac12$ is lowest. With $p_S=(\frac34+\frac{15}4-2)/\frac32=\frac53$ and $p_l=-\frac23$,
\begin{equation}
g_{\rm Co}=\alpha p_l+2p_S=\frac{10-2\alpha}{3}=+\frac{13}3 .
\label{co}
\end{equation}

In the opposite limit for the quartet states, with the field large compared with the $^4F$--$^4P$ separation, the two minority-spin electrons are purely $t_{2g}$. Each has $\mathbf L=-\mathbf l$, and their antisymmetric state has total $l=1$. Then $\alpha=-1$ and $g=4$. This limit is formal, since a sufficiently strong field makes the ion low-spin.

\section{Finite fields and couplings}

The numerical output below comes from diagonalizing all determinants of $f^{13}$, $d^7$ and $d^5$ with round model parameters. Zeeman splittings in an oblique field of 0.1~T agree with the projected $|g|$ in tests for all four ground doublets.

\textit{Yb.} The model has $\zeta=3000$~cm$^{-1}$ and a one-electron cubic field whose coefficients of $C^{(4)}_0$ and $C^{(6)}_0$ are $+2000$ and $200$~cm$^{-1}$ for the octahedron, $-2000$ and $200$~cm$^{-1}$ for the cube. With these fields the octahedron has $\Gamma_6$ lowest and the cube $\Gamma_7$. The value for $\Gamma_6$ stays at $-2.66667$ in both. The other level of $f^{13}$, $J=5/2$, splits into $\Gamma_7+\Gamma_8$ and contains no $\Gamma_6$ to mix in. The $\Gamma_7$ value does change, to $3.401$ in the octahedron and $3.471$ in the cube, against $24/7\approx3.429$. Reducing the field a thousandfold brings it to $3.42855$. The size of the shift, and in the octahedron even its direction, depends on the fields: half the field with $\zeta=2900$~cm$^{-1}$ gives $3.415$ and $3.452$, while octahedral coefficients $1000$ and $600$~cm$^{-1}$ give $3.446$.

\textit{Co.} For $10Dq=9000$~cm$^{-1}$, $\zeta=500$~cm$^{-1}$ and Racah parameters $B=1000$, $C=4500$~cm$^{-1}$ (a $^4F$--$^4P$ gap of $15B=15000$~cm$^{-1}$) two corrections compete. The field mixes $^4P$, for which $\alpha=+1$, into the ground term with weight $s^2$. Since $\mathbf L$ does not connect different terms,
\[
\alpha=-\tfrac32(1-s^2)+s^2=-\tfrac32+\tfrac52s^2 .
\]
The computed $\alpha=-1.4287$ means $s^2=0.0713/2.5\approx0.029$. Equation~(\ref{co}) then gives $g=(10+2.8574)/3\approx4.286$, below $13/3$. Finite spin-orbit coupling adds $0.146$, and the full result is $4.432$. Its closeness to $4.333$ is partly a cancellation. The second decimal depends on the parameters: $B=800$, $C=3600$~cm$^{-1}$ gives $4.416$, $10Dq=8000$~cm$^{-1}$ gives $4.456$, and reducing the orbital moment by a factor $0.9$ gives $4.321$.

\textit{Ir.} Without electron repulsion the model gives $-2.00000$ even at finite $10Dq$. The $e_g$ orbitals with spin form a $\Gamma_8$ quartet, which a cubic field and spin-orbit coupling cannot mix with the $\Gamma_7$ pair $j=1/2$. Spin-orbit coupling does mix $e_g$ orbitals into the $t_{2g}$ quartet $j=3/2$, but this quartet is filled and has no moment. Repulsion adds states in which electrons are excited to the upper, mainly $e_g$ quartet. For $10Dq=25000$, $\zeta=3500$, $B=400$ and $C=1600$~cm$^{-1}$ this gives $g=-2.159$, a change of 8\% in magnitude relative to 2; for $10Dq=30000$, $B=300$ and $C=1200$~cm$^{-1}$ it gives $-2.112$. Raising $10Dq$ by a factor of $10^4$ restores $-2.00003$.

The free-electron $g_s=2.0023$ changes the ideal values by at most $0.004$, for Co. Covalency matters more if it reduces the orbital moment appreciably: with $\mathbf L\to k\mathbf L$ in the moment, the ideal doublet has $g_{\rm Ir}=-(4k+2)/3$, smaller in magnitude than 2 for $k<1$. Repulsion works against this: in the model with $g=-2.159$ the magnitude is still $2.014$ at $k=0.9$ and falls to $1.868$ at $k=0.8$. A distortion removes the symmetry used for equation~(\ref{sign}) and in general makes $g$ anisotropic.

At 9.5~GHz the resonance field is $B=h\nu/(|g|\mu_B)$. For $|g|=2$ it is 339.4~mT, so for Co it is $339.4\times2/(13/3)\approx156.6$~mT. The ideal Yb doublets resonate at 198.0~mT ($\Gamma_7$) and 254.5~mT ($\Gamma_6$). The tempting value $2/3$ for Ir would have put its line at three times the correct field.

\section*{Table of computed values}
\begin{verbatim}
Bohr magneton: 0.466864 cm^-1/T; free g_s: 2.002319
Yb coupling p_L, p_S: 0.857143, 0.142857
Yb Lande factor (g_s=2): 1.142857
J=7/2 factors Gamma7, Gamma6: 3.000000, -2.333333
Co coupling p_l, p_S: -0.666667, 1.666667
Ir coupling p_l, p_s: 1.333333, -0.333333
EPR frequency: 9.5 GHz
Yb Gamma7: ideal g 3.42857; free-g_s g 3.42957; field 198.0 mT
Yb Gamma6: ideal g -2.66667; free-g_s g -2.66744; field 254.5 mT
Co: ideal g 4.33333; free-g_s g 4.33720; field 156.6 mT
Ir: ideal g -2.00000; free-g_s g -2.00077; field 339.4 mT
Yb zeta, |A4|, A6: 3000, 2000, 200 cm^-1
Yb octahedron levels above ground: 387.2, 845.9, 10728.2 cm^-1
Yb cube levels above ground: 596.8, 827.3, 10644.2 cm^-1
Yb octahedron g: ground Gamma6 -2.66667, Gamma7 3.40110
Yb cube g: ground Gamma7 3.47101, Gamma6 -2.66667
Yb Gamma7 g, field reduced 1000 times: 3.42855
Co B, C, 10Dq, zeta: 1000, 4500, 9000, 500 cm^-1
Co alpha in weak-field test: -1.49998
Co g in weak-field test: 4.33363
Co alpha at model parameters: -1.42874
Co g from this alpha: 4.28583
Co g, full d7 model: 4.43197
Co change from finite spin-orbit coupling: 0.14614
Co first excited level: 336.1 cm^-1
Ir B, C, 10Dq, zeta: 400, 1600, 25000, 3500 cm^-1
t2g alpha: -1.00000
Ir g without repulsion: -2.00000
Ir g, full d5 model: -2.15921
Ir g, 10Dq increased 10000 times: -2.00003
Ir first excited level: 6626.1 cm^-1
Yb Gamma7: |g| from splitting at 0.1 T: 3.47101
Yb Gamma6: |g| from splitting at 0.1 T: 2.66667
Co: |g| from splitting at 0.1 T: 4.43197
Ir: |g| from splitting at 0.1 T: 2.15921
\end{verbatim}
